# Ham's diffusion-limited precipitation rate for metal among dilute spherical sinks

Q. Iron is dissolved in silicon that contains many small oxide precipitates. You say its loss rate can be calculated without following each atom. What must be assumed?

A. The sinks are spheres of radius \(r_0\), fixed in place, with number density \(N\). The dissolved metal has concentration \(c(\mathbf r,t)\) and a constant diffusivity \(D\). It is neutral, starts uniform, and has no other place to go. At each sink surface, exchange with the precipitated metal is so fast that \(c\) stays at the solubility \(c_{\rm eq}\). The excess \(u=c-c_{\rm eq}\) then obeys

\[
\frac{\partial u}{\partial t}=D\nabla^2u,\qquad u=0\ \text{on every sink},\qquad u=u_0\ \text{at }t=0 .
\]

Subtracting the constant \(c_{\rm eq}\) changes neither derivative, so the equation keeps its form.

Q. That is still a problem with millions of spheres.

A. Put the sinks on a simple cubic lattice first. The plane midway between two neighbours is a mirror plane, so no metal crosses it on balance. Each sink therefore drains its own cubic cell. I replace the cube by a sphere of the same volume:

\[
\frac{4\pi}{3}R^3=\frac1N,\qquad \left.\frac{\partial u}{\partial r}\right|_{R}=0,\qquad \varepsilon\equiv\frac{r_0}{R}.
\]

"Dilute" means \(\varepsilon\ll1\). The change of cell shape is an approximation.

Q. I shall return to the shape. How does the cell lose metal?

A. Integrate the diffusion equation over \(r_0<r<R\). The divergence theorem leaves the two surfaces, and the outer one carries no flux. The outward normal of the region at \(r_0\) points towards the sink, which gives the minus sign:

\[
V\frac{d\bar u}{dt}=-4\pi r_0^2D\left.\frac{\partial u}{\partial r}\right|_{r_0},\qquad
V=\frac{4\pi}{3}(R^3-r_0^3).
\]

Here \(\bar u\) is the mean excess in the matrix. We need the slope at the sink in terms of \(\bar u\).

Q. The slope depends on the whole history. How can \(\bar u\) alone fix it?

A. A region of size \(r\) adjusts in a time of order \(r^2/D\). If the cell empties much more slowly, the profile near the sink is nearly steady, so \(\nabla^2u=0\). For spherical symmetry this says that \(r^2u'\) is constant. With \(u(r_0)=0\) and the value \(B\) far away,

\[
u=B\left(1-\frac{r_0}{r}\right),\qquad u'(r_0)=\frac{B}{r_0},\qquad
J=4\pi r_0^2D\,\frac{B}{r_0}=4\pi Dr_0B .
\]

The depression \(r_0/r\) is small over most of the cell, so \(B\simeq\bar u\). To the same order \(V\simeq1/N\), and the balance becomes

\[
\frac{d\bar u}{dt}=-\frac{\bar u}{\tau},\qquad
\boxed{\frac1\tau=4\pi DNr_0=\frac{3Dr_0}{R^3}}
\]

This is Ham's rate. Since \(c_{\rm eq}\) is constant,

\[
\bar c(t)=c_{\rm eq}+(c_0-c_{\rm eq})e^{-t/\tau}.
\]

The assumption can now be checked: \((R^2/D)/\tau=3\varepsilon\), which is small, so the cell does adjust faster than it empties.

Q. I would have expected the surface area \(4\pi r_0^2\), not the radius.

A. The area is there, but the gradient is \(B/r_0\), and one power of \(r_0\) cancels. A larger sphere has more surface and a gentler gradient. If instead the sink volume fraction \(\phi=4\pi Nr_0^3/3\) is held fixed, then \(4\pi DNr_0=3D\phi/r_0^2\), and a finer dispersion works faster.

Q. You replaced \(B\) by \(\bar u\). How large is the error?

A. During slow decay, \(D\nabla^2u=\partial u/\partial t\simeq-B/\tau\). Insert \(1/\tau=3Dr_0/R^3\):

\[
\frac1{r^2}(r^2u')'=-\frac{3r_0B}{R^3}
\quad\Rightarrow\quad
r^2u'=r_0B\left(1-\frac{r^3}{R^3}\right).
\]

The integration constant was chosen to give \(u'(R)=0\). Dividing by \(r^2\) and integrating once more gives

\[
u=B\left(1-\frac{r_0}{r}-\frac{r_0r^2}{2R^3}\right),
\]

apart from a constant of relative order \(\varepsilon^3\) that makes \(u(r_0)\) vanish. With \(x=r/R\) and weight \(3x^2dx\), the leading averages are \(\langle1/x\rangle=3/2\) and \(\langle x^2\rangle=3/5\). Hence

\[
\bar u=B\left[1-\varepsilon\left(\frac32+\frac3{10}\right)\right]
=B\left(1-\frac95\varepsilon\right).
\]

The inflow is still \(4\pi Dr_0B\) to this order, so the decay rate is

\[
\lambda_1=\frac1\tau\left(1+\frac95\varepsilon+O(\varepsilon^2)\right).
\]

The cell drains slightly faster than Ham's law says, because the concentration that drives the inflow is slightly above the mean.

Q. That argument used the answer to improve the answer. Is there a road without a quasi-steady assumption?

A. Yes. Seek modes \(u=e^{-Dk^2t}f(r)/r\). The spherical Laplacian of \(f/r\) is \(f''/r\), so \(f''=-k^2f\). The sink condition selects \(f=\sin k(r-r_0)\). At the outer surface \((f/r)'=0\) means \(Rf'(R)=f(R)\), or

\[
\tan[k(R-r_0)]=kR .
\]

Let \(\kappa=kR\). For the small root use \(\tan y=y+y^3/3+2y^5/15+\dots\) with \(y=\kappa(1-\varepsilon)\). Subtract \(\kappa(1-\varepsilon)\) from both sides and divide by \(\kappa\):

\[
\frac{\kappa^2}{3}(1-\varepsilon)^3+\frac{2\kappa^4}{15}+\dots=\varepsilon .
\]

Set \(\kappa^2=3\varepsilon+a\varepsilon^2\). The first order balances. The second order requires

\[
\frac a3-3+\frac{2\cdot9}{15}=0,\qquad a=\frac{27}{5},\qquad
\kappa^2=3\varepsilon\left(1+\frac95\varepsilon+\dots\right).
\]

Since \(\lambda_1=D\kappa^2/R^2\), the two roads agree. Numerical diagonalization of the diffusion operator in the cell gives \(\lambda_1\tau=1.01827\) at \(\varepsilon=0.01\), against 1.01800 from the series. At \(\varepsilon=0.1\) the values are 1.210 and 1.180: Ham's rate is then 17% below the cell's rate, and the corrected series 2.5% below it.

Q. A uniform start is not the slow mode. Why should the decay be a single exponential?

A. The modes \(\varphi_n\) are orthogonal under the volume average, because the boundary conditions remove the surface terms in Green's identity. The uniform start contains \(\varphi_1\) with coefficient \(u_0\langle\varphi_1\rangle/\langle\varphi_1^2\rangle\). Its share of the initial mean is therefore

\[
A_1=\frac{\langle\varphi_1\rangle^2}{\langle\varphi_1^2\rangle}
=1-\frac{\langle\varphi_1^2\rangle-\langle\varphi_1\rangle^2}{\langle\varphi_1^2\rangle}.
\]

The slow profile is \(\varphi_1=1-\varepsilon g\), with \(g=1/x+x^2/2\). From above, \(\langle g\rangle=9/5\). Also

\[
\langle g^2\rangle=\left\langle\frac1{x^2}+x+\frac{x^4}{4}\right\rangle
=3+\frac34+\frac3{28}=\frac{27}{7}.
\]

The variance of \(g\) is \(27/7-81/25=108/175\), so

\[
A_1\simeq1-\frac{108}{175}\varepsilon^2 .
\]

The other modes share a weight of order \(\varepsilon^2\). They also die quickly: for \(\varepsilon\to0\) the next root of \(\tan\kappa=\kappa\) is near 4.49, so its rate is about \(20.2D/R^2\), compared with \(3\varepsilon D/R^2\) for the slow mode.

Q. At the first instant the gradient at the sink is infinite. Where has that gone?

A. It is carried by the fast modes. For \(Dt\ll R^2\) the outer boundary is not yet felt. Then \(ru\) obeys the one-dimensional diffusion equation, is zero at \(r_0\), and starts as \(ru_0\). The solution is

\[
u=u_0\left[1-\frac{r_0}{r}\,\mathrm{erfc}\frac{r-r_0}{2\sqrt{Dt}}\right].
\]

Differentiating \(1/r\) gives \(u_0/r_0\) at the surface, and differentiating erfc gives \(u_0/\sqrt{\pi Dt}\). Thus

\[
J(t)=4\pi Dr_0u_0\left(1+\frac{r_0}{\sqrt{\pi Dt}}\right).
\]

The extra inflow diverges at \(t=0\), but its time integral is finite. Once \(Dt\gg r_0^2\), it is a small addition.

Q. Now the shape of the cell. Real precipitates do not sit on a lattice, and they differ in size.

A. Use the mean capture time, which can be treated for many sinks together. Define \(W(\mathbf r)=\int_0^\infty u\,dt/u_0\). The spatial mean of \(W\) is the mean time an excess atom stays dissolved. Integrating the diffusion equation over time, with \(u(\infty)=0\), gives \(D\nabla^2W=-1\), with \(W=0\) on the sinks.

Take a periodic box of volume \(\Omega\), and let \(G\) be the periodic function with zero mean that satisfies \(-\nabla^2G=\delta-1/\Omega\). For small, well-separated sinks write

\[
W=C-\frac1D\sum_jq_jG(\mathbf r-\mathbf r_j),\qquad \sum_jq_j=\Omega .
\]

The sum rule makes the uniform terms add up to \(D\nabla^2W=-1\). Near its own sink, \(G=1/(4\pi r)+g\), where \(g\) is a constant set by the periodic images. The condition \(W=0\) on sink \(i\) becomes

\[
DC=q_i\left(\frac1{4\pi r_i}+g\right)+\sum_{j\ne i}q_jG_{ij}.
\]

For small radii the term \(1/(4\pi r_i)\) dominates, so \(q_i=4\pi Dr_iC\). Summing over \(i\) gives \(1/C=4\pi DN\bar r\). Because \(G\) has zero mean, \(C\) is the spatial mean of \(W\), apart from the small sink volume, and so it is the mean capture time. Neither a lattice nor equal radii are needed at leading order: \(r_0\) is replaced by the mean radius \(\bar r\).

Q. And the next order?

A. That does depend on the arrangement. For a simple cubic lattice of spacing \(L\), there is one sink per \(\Omega=L^3\), and a lattice sum gives \(4\pi gL=-2.8373\). Then

\[
\frac1C=\frac{4\pi DNr_0}{1-2.8373\,r_0/L}.
\]

Since \(R/L=(3/4\pi)^{1/3}=0.6204\), the correction is \(1.760\,\varepsilon\), close to the spherical cell's \(1.8\,\varepsilon\).

I also solved the linear equations for six random sets of 300 sinks at \(\varepsilon=0.00806\). The inverse mean capture time was 1.0028 times Ham's rate for equal radii. It was 1.0030 times the rate formed with the mean radius when the radii were spread by \(\pm50\%\). The cell would give about 1.015. Such sets scatter by about 0.001, and only one box size was used, so the two random values agree within the scatter and I infer no general random-array correction from them. Strongly clustered sinks were not treated.

Q. What if the surface does not take the metal at once?

A. Give it a finite uptake velocity \(s\), so that \(Du'=su\) at \(r_0\). Outside the sink write \(u=B(1-b/r)\). The condition reads

\[
\frac{Db}{r_0^2}=s\left(1-\frac b{r_0}\right)
\quad\Rightarrow\quad
b=\frac{r_0}{1+D/(sr_0)} .
\]

The inflow is \(4\pi DbB\), so \(b\) replaces \(r_0\) in Ham's rate. For \(sr_0\gg D\) we recover the diffusion limit. For \(sr_0\ll D\), \(b\simeq sr_0^2/D\) and the rate is \(4\pi r_0^2sN\). This is the area law you expected earlier; it belongs to slow surface uptake and no longer contains \(D\). At \(sr_0/D=1\) the cell calculation gives 0.504 of Ham's rate, as expected from half the radius with its small cell correction.

Q. Put in numbers for iron in silicon.

A. Take internal gettering at 600 °C, where \(k_BT=0.07524\) eV. I use \(N=10^9\ \mathrm{cm^{-3}}\), \(r_0=50\) nm and \(c_0=10^{12}\ \mathrm{cm^{-3}}\). With rough typical parameters for interstitial iron,

\[
D=10^{-3}e^{-0.67/0.07524}=1.36\times10^{-7}\ \mathrm{cm^2/s},
\]
\[
c_{\rm eq}=1.8\times10^{26}e^{-2.94/0.07524}=1.9\times10^9\ \mathrm{cm^{-3}} .
\]

The cell radius is 6.20 µm, so \(\varepsilon=0.0081\). Ham's rate is

\[
\frac1\tau=4\pi(1.358\times10^{-7})(10^9)(5\times10^{-6})
=8.53\times10^{-3}\ \mathrm{s^{-1}},
\]

or \(\tau=117\) s. To bring the dissolved iron down to \(10^{11}\ \mathrm{cm^{-3}}\) takes

\[
t=\tau\ln\frac{10^{12}-1.9\times10^9}{10^{11}-1.9\times10^9}
=117.2\times2.32=272\ \mathrm s,
\]

about 4.5 minutes. The full cell solution gives 268 s. The second mode lives 0.14 s, and the slow mode lacks only \(4\times10^{-5}\) of the initial weight, so the transient hardly matters here. The small rate error does accumulate: at \(3\tau\) the cell retains 0.0476 of the excess and Ham's law 0.0498.

Q. Those digits look better than your knowledge of the wafer.

A. They are. They compare two solutions of one model. An anneal 10 K hotter raises \(D\), and hence the rate, by 10.6%. The other effects, each taken alone, are these.

- If uptake is limited by one atomic jump, \(s=D/a\) with \(a=0.235\) nm. Then \(b=r_0/(1+a/r_0)\), and the rate falls by 0.5%.
- Each sink has captured 900 iron atoms at the target. At roughly 0.04 nm³ per atom, spread evenly, they enlarge its radius by a fraction \(2\times10^{-5}\). Fixed radii are justified in that case.
- If iron is singly ionized and the sink carries one opposite charge, the energy is \(-k_BT\ell/r\), with \(\ell=1.64\) nm. The steady drift-diffusion equation gives the capture radius \([\int_{r_0}^{\infty}e^{-\ell/r}r^{-2}dr]^{-1}=\ell/(1-e^{-\ell/r_0})\simeq r_0+\ell/2\), an increase of 1.6% without screening. At 600 °C, however, lightly doped silicon holds about \(2\times10^{17}\ \mathrm{cm^{-3}}\) intrinsic carriers of each sign. The screening length, about 12 nm, is well below \(r_0\), and the screened increase is only about 0.1%. More opposite charge on the sink raises it, and like charge lowers the rate instead. Part of the dissolved iron is ionized at this temperature, so neutrality is itself an approximation.
- Two absorbing faces of a wafer of thickness \(d=0.7\) mm add \(\pi^2D/d^2\) to the slowest rate, from the profile \(\cos(\pi z/d)\). This is 3.2% of Ham's rate, but it describes the slowest mode, which outlasts the early loss near the faces. Without any sinks, the faces alone would remove about 20% of the wafer's excess iron in 272 s, mostly from the layers next to them. With the sinks present, the wafer average then reaches the target in about 250 s instead of 272 s.

Q. So the law is good to about ten per cent?

A. Not unless the whole oxide surface accepts iron. The captured iron must form a silicide, perhaps as one compact clump on each precipitate. The 900 atoms would make a sphere of radius \(a_c=2.05\) nm. If iron reaches the clump easily along the oxide interface, the 50 nm capture radius may survive. If the clump alone accepts iron, replace \(r_0\) by \(a_c\), neglecting the obstruction by the oxide:

\[
\tau_c=\tau\,\frac{r_0}{a_c}=2860\ \mathrm s,
\]

which is 24 times longer. This uses the clump's size at the target; while it is smaller, capture is slower still, and the neglected obstruction lengthens the time further.

Q. Does the clump also change the solubility?

A. Yes. Adding one atom of volume \(v\) to a sphere of radius \(a_c\) increases its area by \(2v/a_c\), at an energy cost \(2\gamma v/a_c\). In a dilute solution the chemical potential varies as \(k_BT\ln c\), so

\[
c_{\rm eq}(a_c)=c_{\rm eq}\exp\frac{2\gamma v}{a_ck_BT}.
\]

For a rough interface energy \(\gamma=1\ \mathrm{J/m^2}\) the factor is about 25, and the floor rises to about \(5\times10^{10}\ \mathrm{cm^{-3}}\), half the target. Holding that floor fixed and keeping the 50 nm capture radius, the logarithm grows from 2.32 to 2.93, and the time to about 340 s. The estimate also presupposes clumps that are already large enough to grow: at this \(\gamma\), one of fewer than about 125 atoms has a floor above the initial \(10^{12}\ \mathrm{cm^{-3}}\) and would dissolve. The factor depends exponentially on \(\gamma\), so this is an indication of size.

Q. How does the example stand beside a real wafer?

A. The precipitate density and size are plausible for an oxygen-rich wafer treated for internal gettering, though both vary widely. The iron content represents heavy contamination by the standards of clean device processing. Real wafers often have a precipitate-free layer, tens of micrometres deep, below the device surface. Iron there must first diffuse out, and the present rate does not describe that layer. For comparison, iron diffuses \(\sqrt{D\tau}=40\) µm in one decay time. Of the assumptions whose effect on \(\tau\) was estimated here, uptake over the whole oxide surface matters most: its failure moves \(\tau\) from about 2 minutes to about 48 minutes. Ham's rate can give a first estimate of the anneal time if the metal stays well supersaturated with respect to the silicide clumps down to the target, those clumps are already large enough to grow, and uptake is fast over the whole surface of each sink. The sinks must also be dilute and not strongly clustered, and the region of interest must contain them and lie several diffusion lengths \(\sqrt{D\tau}\) from the wafer faces and from any precipitate-free layer. Most of the values behind these estimates are in the numerical output.

## Table of computed values

```
temperature = 873.15 K, kT = 0.07524 eV
D prefactor = 1.0e-03 cm2/s, energy = 0.67 eV
solubility prefactor = 1.8e+26 cm-3, energy = 2.94 eV
sink density = 1.0e+09 cm-3, radius = 50.0 nm
initial iron = 1.0e+12 cm-3, target = 1.0e+11 cm-3
D = 1.358e-07 cm2/s, c_eq = 1.93e+09 cm-3
cell radius R = 6.204 um, eps = r0/R = 0.00806
Ham rate = 8.530e-03 1/s, tau = 117.2 s
eps, lowest rate / Ham rate: diagonalized, mode eq., 1+1.8 eps
  0.005  1.00907  1.00907  1.00900
  0.010  1.01827  1.01827  1.01800
  0.020  1.03708  1.03708  1.03600
  0.050  1.09702  1.09702  1.09000
  0.100  1.21016  1.21016  1.18000
first correction coefficient at eps=0.001 = 1.8026
1 - slow-mode weight = 3.974e-05, 108 eps^2/175 = 4.009e-05
second mode: rate R^2/D = 20.536, lifetime = 0.138 s
inflow / steady inflow at 0.0142 s: cell 1.0643, law 1.0643
mean capture time in the cell = 115.5 s
t/tau, remaining excess fraction: cell, Ham
  0.5  0.60207  0.60653
  1.0  0.36250  0.36788
  2.0  0.13141  0.13534
  3.0  0.04764  0.04979
time to target: Ham 272.0 s (4.53 min), cell 268.0 s
rate / Ham rate at s r0/D = 1: 0.50365
cubic lattice: self term = 2.8373, coefficient of eps = 1.7601
random arrays: 6 sets of 300 sinks
1/(mean capture time) / Ham rate, equal radii = 1.0028
same, radii spread by +-50 %, mean radius used = 1.0030
jump-limited uptake (jump 0.235 nm): rate change = -0.47 %
iron per sink at target = 900 atoms, volume each = 0.040 nm3
relative sink growth if spread evenly = 2.29e-05
Coulomb length (permittivity 11.7) = 1.636 nm
one unscreened sink charge, Fe+: rate change = 1.64 %
wafer 0.7 mm: surface loss / Ham rate = 3.21 %
diffusion length sqrt(D tau) = 39.9 um
10 K hotter: rate change = 10.6 %
one compact clump per sink: radius = 2.05 nm
interface energy = 1.0 J/m2: c_eq factor = 25.5, c_eq = 4.93e+10 cm-3
capture by that clump alone: tau = 2861 s, 24.4 times longer
```
